# Equilibrium of a locked dislocation pile-up from the Laguerre polynomials

Anyone who calculates the stress field of a dislocation pile-up in a metal film must first decide how to place the dislocations. One can relax them numerically line by line, smear them into a continuous density, or write their positions down. The choice also sets the resolution of the calculation. In the aluminium film treated below, six dislocations spread over 434 nm, a mean spacing of 87 nm, yet the first gap is 19 nm. A grid chosen from the mean spacing would miss the head. For a locked leader and a uniform stress no relaxation is needed, because the positions are scaled zeros of a known polynomial.

## The model and the force law

Take $n\ge 2$ straight, parallel, infinitely long dislocations with the same Burgers vector, of length $b$, on one slip plane of an unbounded, isotropic, linear elastic solid. The leader is locked at $x=0$. The other $N=n-1$ lines glide without friction at $x_i>0$. A uniform resolved shear stress $\tau>0$ pushes every line towards negative $x$ with force $\tau b$ per unit length. The number $n$ counts the leader.

Let $\mu$ be the shear modulus, $\nu$ the Poisson ratio and $\beta$ the angle between line and Burgers vector. The screw part $b_s=b\cos\beta$ gives a displacement along the line that grows by $b_s$ in one turn, so the shear strain at distance $r$ is $b_s/(2\pi r)$ and the stress is $\mu b_s/(2\pi r)$.

For the edge part $b_e=b\sin\beta$, let $y$ be the height above the slip plane and use the biharmonic stress function $\phi=-Cy\ln r$:
$$\sigma_{xx}=\phi_{yy}=-\frac{Cy(3x^2+y^2)}{r^4},\quad \sigma_{yy}=\phi_{xx}=\frac{Cy(x^2-y^2)}{r^4},\quad \sigma_{xy}=-\phi_{xy}=\frac{Cx(x^2-y^2)}{r^4}.$$
The integrals of $\sigma_{yy}$ and $\sigma_{xy}$ along a line of constant $y$, taken between symmetric limits, vanish, so no net force acts on the core. The constant $C$ follows from the Burgers vector. In plane strain $\partial_x u_x=[(1-\nu)\sigma_{xx}-\nu\sigma_{yy}]/(2\mu)$. At fixed $y>0$, $\int\sigma_{xx}\,dx=-2\pi C$, so $u_x$ changes by $-\pi C(1-\nu)/\mu$ from left to right; below the plane it changes by the opposite amount. The difference, $2\pi C(1-\nu)/\mu$, must equal $b_e$. Hence $C=\mu b_e/[2\pi(1-\nu)]$, and on the slip plane $\sigma_{xy}=C/x$ and $\sigma_{xx}=0$.

Each stress component acts on the matching part of the second line's Burgers vector. Two lines at distance $r$ therefore repel with force $A/r$ per unit length, where
$$A=\frac{\mu b^2}{2\pi}\left[\cos^2\beta+\frac{\sin^2\beta}{1-\nu}\right].$$
With the length $D=A/(\tau b)$, the balance on free line $i$, divided by $A$, is
$$\sum_{j\ne i}\frac1{x_i-x_j}+\frac1{x_i}-\frac1D=0,\qquad i=1,\dots,N. \tag{1}$$
The second term is the repulsion from the leader.

The claim is that (1) has one solution, up to the naming of the lines:
$$x_i=\frac D2\,\xi_i,\qquad L_n'(\xi_i)=0, \tag{2}$$
with the Laguerre polynomial
$$L_n(\xi)=\sum_{m=0}^n c_m\xi^m,\qquad c_m=\frac{(-1)^m}{m!}\binom nm. \tag{3}$$

## First derivation: energy and a differential equation

**Existence and uniqueness.** Equation (1) says that the energy per unit length
$$\frac EA=-\sum_{i<j}\ln|x_i-x_j|-\sum_i\ln x_i+\frac1D\sum_i x_i \tag{4}$$
is stationary. Consider the ordered region $0<x_1<\dots<x_N$. If the last line goes to infinity, the linear term outgrows the logarithms. If the lines stay in a bounded range and some gap closes, a logarithm drives $E$ to $+\infty$. A minimum therefore exists inside the region. For any displacements $v_i$ the second variation is
$$\sum_{i<j}\frac{(v_i-v_j)^2}{(x_i-x_j)^2}+\sum_i\frac{v_i^2}{x_i^2}>0 .$$
So $E$ is strictly convex on a convex region, and it has one stationary point, the minimum. The equilibrium is stable against glide; the argument says nothing about lines leaving the plane.

**The polynomial of positions.** Let $f(x)=\prod_i(x-x_i)$ and write $f=(x-x_i)g$. Then $f'(x_i)=g(x_i)$ and $f''(x_i)=2g'(x_i)$, and since $g'/g$ is a sum of simple fractions,
$$\sum_{j\ne i}\frac1{x_i-x_j}=\frac{g'(x_i)}{g(x_i)}=\frac{f''(x_i)}{2f'(x_i)} .$$
Insert this in (1) and multiply by $2x_if'(x_i)$:
$$x_if''(x_i)+2\left(1-\frac{x_i}D\right)f'(x_i)=0 .$$
The expression $xf''+2(1-x/D)f'$ is a polynomial of degree $N$ that vanishes at all $N$ zeros of $f$, so it is a constant times $f$. Its leading term comes from $-2xf'/D$ and has coefficient $-2N/D$. Hence
$$xf''+2\left(1-\frac xD\right)f'+\frac{2N}Df=0 .$$
Put $x=D\xi/2$. Each $x$-derivative brings a factor $2/D$, so all three terms carry a common factor $2/D$, which drops out:
$$\xi f''+(2-\xi)f'+(n-1)f=0, \tag{5}$$
where primes now mean $d/d\xi$.

**Identification.** For $f=\sum a_k\xi^k$ the coefficient of $\xi^k$ in (5) gives
$$(k+1)(k+2)\,a_{k+1}=(k-n+1)\,a_k .$$
This fixes every coefficient from $a_0$, so (5) has one polynomial solution up to a factor. The coefficients (3) satisfy $(m+1)^2c_{m+1}=(m-n)c_m$, which is the statement $\xi L_n''+(1-\xi)L_n'+nL_n=0$. Differentiating once,
$$\xi L_n'''+(2-\xi)L_n''+(n-1)L_n'=0 .$$
So $L_n'$ obeys (5), $f$ is proportional to $L_n'$, and (2) follows. Since the equilibrium exists, the zeros of $L_n'$ are real, positive and distinct; this did not have to be assumed.

## Second derivation: counting subsets

The second route uses no derivative. It obtains the coefficients of $f$ directly from (1). Let $e_k$ be the sum of all products of $k$ different positions, with $e_0=1$, so that $f(x)=\sum_k(-1)^ke_kx^{N-k}$.

Choose a set $S$ of $k$ free lines and let $P_S$ be the product of their positions. Multiply (1) by $P_S$ for each $i$ in $S$, then add over all $i$ in $S$ and over all $S$. There are three contributions.

1. The applied stress gives $-ke_k/D$, since each set is counted once for each member.
2. The leader gives terms $P_S/x_i$, the product over the $k-1$ members that remain. Each set of $k-1$ lines arises once for every line outside it, that is $N-k+1$ times. The contribution is $(N-k+1)e_{k-1}$.
3. The mutual repulsion gives terms $P_S/(x_i-x_j)$. If $j$ is also in $S$, the terms for $(i,j)$ and $(j,i)$ cancel. If $j$ is outside $S$, let $T$ be $S$ without $i$. The two lines $i$ and $j$ both lie outside $T$, and exchanging their roles gives the pair
$$P_T\left[\frac{x_i}{x_i-x_j}+\frac{x_j}{x_j-x_i}\right]=P_T .$$
There are $(N-k+1)(N-k)/2$ such pairs for each $T$, so the contribution is $\tfrac12(N-k+1)(N-k)e_{k-1}$.

The sum of the three vanishes. With $N=n-1$,
$$e_k=\frac D{2k}(N-k+1)(N-k+2)\,e_{k-1}=\frac D2\,\frac{(n-k)(n-k+1)}k\,e_{k-1}. \tag{6}$$
Repeated use from $e_0=1$ gives
$$e_k=\left(\frac D2\right)^k\frac{(n-1)!\;n!}{k!\,(n-1-k)!\,(n-k)!}. \tag{7}$$

Compare this with $L_n'$. By (3), the power $\xi^{n-1-k}$ in $L_n'$ comes from $m=n-k$ and has coefficient
$$\frac{(-1)^{n-k}\,n!}{k!\,(n-k)!\,(n-k-1)!} .$$
Dividing by the leading coefficient, $(-1)^n/(n-1)!$, gives $(-1)^k$ times the fraction in (7). With $\xi=2x/D$ this is $f$, and (2) is proved again.

For $n=3$, (6) gives $f\propto\xi^2-6\xi+6$, with zeros $3\pm\sqrt3$. On the inner line the balance in these units is $2/(\xi_1-\xi_2)+2/\xi_1-1$. Here $2/(\xi_1-\xi_2)=-1/\sqrt3$ and $2/\xi_1=2/(3-\sqrt3)=1+1/\sqrt3$, so the sum is zero.

## Load on the lock and the two ends

Add (1) over all lines. The mutual terms cancel in pairs, leaving $\sum_i1/x_i=(n-1)/D$. The free lines therefore push the leader with $A\sum_i1/x_i=(n-1)\tau b$. The applied stress adds $\tau b$, so the lock must bear $n\tau b$. If it yields at a smaller load, the equilibrium does not exist. The case $k=1$ of (6) gives the sum of positions, $\sum_ix_i=Dn(n-1)/2$.

For the ends, set $u=gf$ with $g=\xi e^{-\xi/2}$. Then $g'/g=1/\xi-1/2$ and $g''/g=(1/\xi-1/2)^2-1/\xi^2=1/4-1/\xi$. Equation (5) gives $f''+(2/\xi-1)f'=-(n-1)f/\xi$, and therefore
$$u''=\left(\frac14-\frac n\xi\right)u . \tag{8}$$

*The tail.* Suppose the last zero lay at or beyond $\xi=4n$. After it, $u''$ would have the sign of $u$, so $|u|$ would keep growing, whereas $u$ decays exponentially. Hence $\xi_N<4n$, and the pile-up is shorter than $2nD$. Near $\xi=4n$ the bracket in (8) is about $(\xi-4n)/(16n)$. With $\xi=4n+(16n)^{1/3}\zeta$ this becomes the Airy equation $d^2u/d\zeta^2=\zeta u$, whose decaying solution has its first zero at $\zeta=-2.3381$. For large $n$,
$$\xi_N\approx4n-2.3381\,(16n)^{1/3}.$$

*The head.* Here $n/\xi$ dominates. The function $v=\sqrt\xi\,J_1(2\sqrt{n\xi})$ is proportional to $\sum_m(-n)^m\xi^{m+1}/[m!(m+1)!]$, and differentiating term by term gives $v''=-(n/\xi)v$. Its first positive zero is $j^2/(4n)$, with $j=3.8317$ the first positive zero of $J_1$. Choose $u$ and $v$ positive near $\xi=0$, where both vanish. Then $(u'v-uv')'=uv/4$. If $\xi_1\le j^2/(4n)$, integration from 0 to $\xi_1$ would give $u'(\xi_1)v(\xi_1)>0$; but $u'(\xi_1)<0$ and $v(\xi_1)\ge0$. So $\xi_1>j^2/(4n)$. The neglected $1/4$ is smaller than $n/\xi$ by a factor of order $1/n^2$ at the head, so for large $n$
$$x_1\approx\frac{j^2D}{8n}=1.84\,\frac Dn .$$

At $n=400$ the first and last zeros divided by these limits are 1.000002 and 1.000151. For large $n$, more dislocations at fixed stress thus lengthen the pile-up roughly as $n$ and close the first gap as $1/n$. For small $n$ the length grows faster: from $n=3$ to $n=6$ it triples. At fixed $n$, every position scales as $1/\tau$.

## Six dislocations in an aluminium film

Consider a 5 µm aluminium power metallisation with (111) texture, under a biaxial stress of 100 MPa at 300 K. The rough cubic constants $C_{11},C_{12},C_{44}=107,61,28$ GPa have the Voigt averages $\mu=26$ GPa and $\nu=0.347$; $b=0.286$ nm. An inclined {111} slip plane has a normal whose component along the film normal is $1/3$, and the chosen Burgers vector has component $\sqrt{2/3}$. The resolved stress is
$$\tau=100\times\tfrac13\times\sqrt{2/3}=27.2\ \text{MPa}.$$
The lines run parallel to the film at 60° to the Burgers vector, so the bracket in $A$ is 1.399 and $A=0.473$ nN. Then $D=A/(\tau b)=60.8$ nm, and one half of $D$ times the zeros of $L_6'$ gives the positions:

| $i$ | $\xi_i$ | $x_i$ (nm) |
|---|---|---|
| 1 | 0.617 | 18.8 |
| 2 | 2.113 | 64.3 |
| 3 | 4.611 | 140.2 |
| 4 | 8.399 | 255.4 |
| 5 | 14.260 | 433.6 |

The positions add up to 912.3 nm, equal to $15D$ as required. Equation (7) with $k=5$ also demands that the product of the zeros be $6!=720$, which they satisfy. As a test of (2) by another road, energy (4) was minimised from random starting positions for $n=2,3,6$ and 12; the largest relative difference from the Laguerre zeros was $6\times10^{-11}$.

The Bessel formula gives $x_1=18.6$ nm, 0.9% below the true value. The Airy formula gives a length of 404 nm, 7% too short, so six lines are few for the tail limit. The bound $2nD=730$ nm is far above the length and should not be used as an estimate. The lock sees $n\tau=163$ MPa and bears 0.047 N/m.

## What the film changes

The thickness, stress and elastic constants are meant as typical of such a metallisation; the number six and the sessile junction that locks the leader at mid-height are choices. The leader is taken to keep its Burgers vector, and the junction's own stress field is left out. This matters near the head: if the leader itself reacts to form a Lomer lock, its Burgers vector changes, the leader term in (1) becomes about $0.55/x_i$, and $x_1$ is roughly halved. The partner in that reaction lies on the (111) plane parallel to the film, where the biaxial stress has no resolved shear. The numbers below show how far the neglected effects move the result, each taken alone.

**Surfaces.** Among the elastic corrections estimated below for the middle of the lines, this is the largest. A free surface attracts a dislocation and a stiffer substrate repels it. For a screw line, an image of relative strength $-1$ stands behind the surface, and one of strength $K=(\mu_s-\mu)/(\mu_s+\mu)$ behind the substrate interface; this $K$ makes traction and displacement continuous there. Silicon with a rough $\mu_s=66$ GPa gives $K=0.435$. With first images, and the screw rule applied to the whole line as an estimate, $x_1$ grows by 11% and the length by 12%. Repeated images, or the full plane-strain response of the edge part with a substrate Poisson ratio of 0.22, lower both figures to about 10%. All of these take the lines as infinitely long; first images cut to segments 5 µm long give only about 5%.

The stretch is nearly uniform for a simple reason. The images are about 5000 nm away, much farther than the pile-up is long, so their stress is almost constant along it. The $x$ axis, along which the lines glide, is inclined to the film plane by an angle whose sine is $\sqrt{1-1/9}=0.943$, and the opposing stress relative to $\tau$ is about
$$nD\,\frac{0.943\,(1+K)}{5000\ \text{nm}}=0.10 .$$
Positions scale as the inverse of the net stress, which gives a stretch of 11%. This holds for trailing lines on the side of the free surface; on the substrate side the same force would compress the pile-up.

**Friction.** A rough lattice friction of 1.5 MPa lets the lines stop anywhere within a band. An extra outward force on any line moves no line inward: if the most inward displacement $v_i$ were negative, the linearised restoring balance $\sum_j(v_i-v_j)/(x_i-x_j)^2+v_i/x_i^2$ would be negative, while the added force is not. The extremes therefore occur when friction acts one way on all lines, with net stress $\tau\pm1.5$ MPa. The length lies between 411 and 459 nm.

**Anisotropy and line length.** In a homogeneous anisotropic crystal the field of a straight line still falls as $1/r$ in a fixed direction, because the medium has no length scale. In the glide balance only $A$ changes, here by $-0.6$%. The choice of constants matters more: the set $108.2, 61.3, 28.5$ GPa raises $A$ and all positions by 1.7%. For lines 5 µm long, a straight-segment estimate keeps 98.5% of the leader's field at the middle of the last dislocation, but only about half at its ends. The positions found here therefore describe the middle part of the lines.

**Temperature.** At 423 K a rough softening of the modulus shrinks all positions by 6% at fixed stress. A film on silicon does not keep its stress on heating, because aluminium expands more. With a difference in expansion of about $20.5\times10^{-6}$ per kelvin and a biaxial modulus of 113 GPa, the tension falls by about 2.3 MPa per kelvin as long as the film responds elastically, so 100 MPa would be gone after some 43 K. The estimates for 423 K therefore apply to a film that carries 100 MPa of tension at that temperature. For such a film climb matters more. On the slip plane $\sigma_{xx}$ of the edge part vanishes, and the screw stress there has no component that drives climb, so in the isotropic model lines in the plane exert no climb force on each other. In cubic aluminium this force is about 7% of the glide force, some 2 MPa on each free line. At first mainly the film stress drives climb, with a normal stress of $100\,(1-0.943^2)=11$ MPa along the $x$ axis. This stress drives all free lines alike; it separates them from the leader if the leader does not climb, as is assumed here. Once the first free line has left the plane by about a quarter of $x_1$, the stress of its neighbours on it is of order $n\tau$. Near a height of $0.28\,x_1$ the leader can no longer hold it and the glide equilibrium is lost, so $x_1$, used below as the climb distance, is three to four times larger than needed. With lattice diffusivity $D_v=10^{-5}\,e^{-1.3\,\text{eV}/k_BT}$ m²/s, atomic volume $\Omega$ and a driving stress of order $n\tau$, the climb speed is of order $(D_v/b)(n\tau\Omega/k_BT)$. The time to climb a distance $x_1$ is then about $6\times10^9$ s at 300 K, but only about $4\times10^3$ s, roughly an hour, at 423 K. With 11 MPa throughout, the times would be about fifteen times longer, about 15 hours at 423 K. The choice of diffusion constants matters as much: the pair $1.7\times10^{-4}$ m²/s and 1.48 eV, also in common use for aluminium, turns the hour into 8 hours and the 15 hours into 5 days. These are orders of magnitude, and faster diffusion along boundaries or cores is left out. In a film that still carries this tension at 423 K, the glide equilibrium is thus a short-lived state in this estimate, and a calculation that covers days needs climb.

## What each derivation assumes

Both derivations need equal Burgers vectors for the free lines, a $1/r$ repulsion and a uniform stress. They use these differently.

The first needs an energy. In return it proves that the equilibrium exists, is unique in the ordered region and is stable. Its existence and convexity argument does not require the polynomial: it survives for unequal free lines of the same sign, although (2) then fails. The differential equation also supplies the bounds and limits at both ends.

The second needs neither an energy nor an ordering, only that a solution with distinct, nonzero positions exists. It then shows that the set of positions is unique, even if complex values are admitted. It does not show by itself that the zeros are real or that the equilibrium is stable; the minimum of (4) supplies both.

Both extend to a locked leader with Burgers vector $mb$, $m>0$, such as several lines held together. The leader term in (1) becomes $m/x_i$. The first route replaces $2-\xi$ in (5) by $2m-\xi$; the second replaces $N-k+2$ in (6) by $N-k+2m$. The lock then bears $(N+m)\tau b$.

Neither gives the closed form (2) for a stress that varies along the plane. If $1/D$ in (1) becomes $1/D+cx_i$, the polynomial in the first route has degree $N+1$ and equals $f$ times a linear factor with an unknown constant. In the second, the term $cx_iP_S$ brings in the sum $c\,[e_1e_k-(k+1)e_{k+1}]$. The recurrence then contains the unknown $e_1$, which has to be found from the condition $e_{N+1}=0$, an equation with several roots. One can instead relax the lines numerically, and (2) remains a good starting point when the variation over the pile-up is small, as it is for the images in this film. The numerical output follows.

## Computed results

```
largest relative mismatch, minimised vs Laguerre: 6.4e-11
first zero of J1: 3.8317
first Airy zero, modulus: 2.3381
n = 400, first zero / Bessel limit: 1.000002
n = 400, last zero / Airy limit: 1.000151
number of dislocations n: 6
C11, C12, C44: 107, 61, 28 GPa
Voigt shear modulus: 26.00 GPa
Voigt Poisson ratio: 0.3471
Burgers vector: 0.286 nm
film thickness: 5000 nm
biaxial film stress: 100 MPa
resolved shear stress tau: 27.22 MPa
angle line to Burgers vector: 60.0 deg
character factor: 1.3986
A: 0.4734 nN
length D: 60.82 nm
zero xi_1 and position x_1: 0.61703 ; 18.76 nm
zero xi_2 and position x_2: 2.11297 ; 64.25 nm
zero xi_3 and position x_3: 4.61083 ; 140.21 nm
zero xi_4 and position x_4: 8.39907 ; 255.41 nm
zero xi_5 and position x_5: 14.26010 ; 433.64 nm
sum of positions: 912.3 nm
D n(n-1)/2: 912.3 nm
Bessel estimate of x_1: 18.60 nm
Airy estimate of pile-up length: 404.3 nm
upper bound 2nD: 729.8 nm
stress on leader n tau: 163.3 MPa
load on lock n tau b: 0.0467 N/m
x_1 / b: 66
anisotropy: change of A and all positions: -0.60 %
substrate shear modulus: 66 GPa
substrate image strength K: 0.435
images: change of x_1: 11.35 %
images: change of length: 11.61 %
friction stress: 1.5 MPa
length band from friction: 411 to 459 nm
line length: 5000 nm
field kept by finite line at x_5: 98.5 %
modulus and position drop, 300 to 423 K: 6.2 %
diffusion prefactor and energy: 1e-05 m2/s ; 1.3 eV
time to climb by x_1 at 300 K: 6e+09 s
time to climb by x_1 at 423 K: 4e+03 s
```
